# Terrace-width variance of strongly repelling steps in the harmonic limit

A vicinal surface is a staircase of terraces separated by steps of one sign. Let $y$ run along the mean step direction and $x$ across the steps, and let $x_n(y)$ be the position of step $n$, with $x_n<x_{n+1}$. The mean terrace width is $\ell$, and the scaled width is $s=(x_{n+1}-x_n)/\ell$, so that $\langle s\rangle=1$. Each step has a stiffness $B$, an energy per length that resists meandering. Every pair of steps, neighbours or not, repels with energy $A/(x_n-x_m)^2$ per length along $y$. For small slopes the energy of a configuration is

$$E=\int dy\left[\sum_n\frac B2\left(\frac{dx_n}{dy}\right)^2+\sum_{n<m}\frac{A}{(x_n-x_m)^2}\right].$$

At temperature $T$, with $k$ the Boltzmann constant, the three parameters $A$, $B$ and $kT$ form one dimensionless strength,

$$\tilde A=\frac{AB}{(kT)^2}.$$

The quantity sought is the equilibrium variance of $s$ on a line cut across a large array of long steps. As $\tilde A\to\infty$ it is

$$\mathrm{Var}(s)\simeq\frac{\mathrm{Cin}(2\pi)}{\pi^2\sqrt{\tilde A}},\qquad \mathrm{Cin}(z)=\int_0^z\frac{1-\cos t}{t}\,dt .\tag{1}$$

This is a leading-order law. Its correction at moderate $\tilde A$ matters for real surfaces and is evaluated below.

The thermal problem becomes a quantum one when the array is built up slice by slice along $y$. Over a short length $\delta$, a step that moves from $x'$ to $x$ acquires the Boltzmann factor $\exp[-B(x-x')^2/(2\delta kT)]$. This is a Gaussian of variance $\delta kT/B$. Convolution with a Gaussian of variance $\sigma^2$ is the action of $\exp(\tfrac12\sigma^2\partial_x^2)$, as a Fourier transform shows. Including the repulsion, one slice therefore acts, for small $\delta$ and up to normalisation, as $\exp(-\delta H/kT)$ with

$$H=-\frac{(kT)^2}{2B}\sum_n\frac{\partial^2}{\partial x_n^2}+\sum_{n<m}\frac{A}{(x_n-x_m)^2}.\tag{2}$$

This is the Hamiltonian of particles on a line, with $kT$ in the place of $\hbar$ and $B$ in the place of the mass. Many slices project onto the ground state $\psi_0$. A cut far from both ends receives one factor $\psi_0$ from each side, so the probability of its step positions is $\psi_0^2$. The zero-point motion of the particles is thus the thermal meandering of the steps.

For strong repulsion the steps stay near an even spacing. Write $x_n=n\ell+u_n$ and, for steps $r$ places apart, $d=u_{n+r}-u_n$. Then

$$\frac{A}{(r\ell+d)^2}=\frac{A}{(r\ell)^2}-\frac{2Ad}{(r\ell)^3}+\frac{3Ad^2}{(r\ell)^4}+\dots$$

The linear terms cancel, because on a ring of $N$ steps $\sum_n(u_{n+r}-u_n)=0$ for each $r$. For the quadratic terms put $u_n=N^{-1/2}\sum_q u_q e^{iqn}$, where $q$ is the phase per step. Since $|e^{iqr}-1|^2=2(1-\cos qr)$,

$$\sum_n\sum_{r\ge1}\frac{3A}{(r\ell)^4}(u_{n+r}-u_n)^2=\frac12\sum_q K(q)|u_q|^2,$$

$$K(q)=\frac{12A}{\ell^4}S(q),\qquad S(q)=\sum_{r=1}^{\infty}\frac{1-\cos qr}{r^4}.$$

To sum the series, take $0\le q\le2\pi$ and consider the parabola $(\pi-q)^2/4-\pi^2/12$. Its mean over the interval is zero. With $t=q-\pi$ its cosine coefficients are

$$\frac{(-1)^r}{4\pi}\int_{-\pi}^{\pi}t^2\cos rt\,dt=\frac{(-1)^r}{4\pi}\,\frac{4\pi(-1)^r}{r^2}=\frac1{r^2},$$

and its sine coefficients vanish by symmetry about $q=\pi$. Hence

$$S''(q)=\sum_{r\ge1}\frac{\cos qr}{r^2}=\frac{\pi^2}{6}-\frac{\pi q}{2}+\frac{q^2}{4}.$$

Two integrations with $S(0)=S'(0)=0$ give

$$S(q)=\frac{\pi^2q^2}{12}-\frac{\pi q^3}{12}+\frac{q^4}{48}=\frac{q^2(2\pi-q)^2}{48}.$$

The stiffness of a mode is a perfect square, and

$$\sqrt{K(q)}=\frac{\sqrt A}{2\ell^2}\,q(2\pi-q).\tag{3}$$

Each mode is a harmonic oscillator with Hamiltonian $-[(kT)^2/2B]\partial_u^2+\tfrac12Ku^2$. Its ground state is proportional to $\exp[-\sqrt{BK}\,u^2/(2kT)]$, whose square has variance $kT/(2\sqrt{BK})$. The classical calculation gives the same value. By equipartition, a wave number $p$ along $y$ has energy coefficient $Bp^2+K$, and

$$\langle|u_q|^2\rangle=\int_{-\infty}^{\infty}\frac{dp}{2\pi}\frac{kT}{Bp^2+K}=\frac{kT}{2\sqrt{BK}}=\frac{\ell^2}{\sqrt{\tilde A}\;q(2\pi-q)}.\tag{4}$$

The last form uses (3) and $kT/\sqrt{AB}=1/\sqrt{\tilde A}$.

It costs no extra work to treat the distance between steps $r$ places apart. The factor $2(1-\cos qr)$ converts mode variances into the variance of $u_{n+r}-u_n$, and for large $N$ the average over modes becomes an integral:

$$\frac{\langle(u_{n+r}-u_n)^2\rangle}{\ell^2}=\frac{1}{\pi\sqrt{\tilde A}}\int_0^{2\pi}\frac{1-\cos qr}{q(2\pi-q)}\,dq .$$

Now split the denominator,

$$\frac1{q(2\pi-q)}=\frac1{2\pi}\left(\frac1q+\frac1{2\pi-q}\right).$$

For integer $r$ the numerator is unchanged by $q\to2\pi-q$, so the two parts contribute equally. In the first, the substitution $t=qr$ produces $\mathrm{Cin}(2\pi r)$. Therefore

$$\frac{\langle(u_{n+r}-u_n)^2\rangle}{\ell^2}=\frac{\mathrm{Cin}(2\pi r)}{\pi^2\sqrt{\tilde A}}.\tag{5}$$

The case $r=1$ is (1). Numerically $\mathrm{Cin}(2\pi)=2.43765$, so the coefficient is $0.24699$.

Because $\mathrm{Var}(s)\simeq0.247\,kT/\sqrt{AB}$ does not contain $\ell$, the standard deviation of the terrace width is proportional to $\ell$ when $A$, $B$ and $T$ are held fixed. This follows from the inverse-square form, which scales with distance in the same way as the kinetic term in (2). In this limit $s$ is also normally distributed, since it is a linear combination of Gaussian mode amplitudes.

The displacement of a single step behaves differently. On a ring of $N$ steps the allowed phases are $q=2\pi j/N$. With the uniform translation $j=0$ removed, (4) gives

$$\frac{\langle u_n^2\rangle}{\ell^2}=\frac{N}{4\pi^2\sqrt{\tilde A}}\sum_{j=1}^{N-1}\frac1{j(N-j)}=\frac{1}{2\pi^2\sqrt{\tilde A}}\sum_{j=1}^{N-1}\frac1j ,$$

where $1/[j(N-j)]=[1/j+1/(N-j)]/N$ was used. The sum grows as $\ln N$, so an infinite array has no fixed lattice positions. The harmonic expansion survives because it needs small relative displacements of pairs, not small $u_n$. By (5) the variance of $d$ grows only logarithmically with $r$, whereas the squared distance $(r\ell)^2$ grows quadratically. The ratio is therefore small for every $r$ once $\tilde A$ is large.

Three simpler models show what the distant steps and the motion of the neighbours contribute. If only nearest neighbours repel, the series for $K$ is cut after $r=1$, so $K=24(A/\ell^4)\sin^2(q/2)$ and

$$\mathrm{Var}(s)=\frac1{2\pi}\int_0^{2\pi}\frac{4\sin^2(q/2)}{2\sqrt{24\tilde A}\,\sin(q/2)}\,dq=\frac{4}{\pi\sqrt{24\tilde A}}=\frac{2}{\pi\sqrt{6\tilde A}}.$$

The coefficient is $0.2599$, about 5% above the all-neighbour value. If instead one step moves between two fixed neighbours, each supplies curvature $6A/\ell^4$. The variance of $s$ is then that of one oscillator with $K=12A/\ell^4$, and the coefficient is $1/(2\sqrt{12})=0.1443$. With all other steps present but fixed, the curvature is $12\zeta(4)A/\ell^4$, where $\zeta(4)=\sum_r r^{-4}$, and the coefficient is $1/(2\sqrt{12\,\zeta(4)})=0.1387$. At equal and large $\tilde A$, letting the whole array move thus raises the variance by a factor of $1.78$, while the range of the repulsion changes it by a few per cent. Both figures compare leading-order coefficients; at moderate $\tilde A$ the first ratio is smaller, about $1.7$ near $\tilde A=11$. A model with fixed neighbours would misjudge $A$ far more than one that drops distant pairs.

The size of the correction to (1) can be found because the full ground state of (2) on a ring is known in closed form. Let the ring have circumference $L=N\ell$, and put $\kappa=\pi/L$ and $x_{ij}=x_i-x_j$. Summing the repulsion over periodic images replaces $1/x_{ij}^2$ by $\kappa^2/\sin^2\kappa x_{ij}$. Try

$$\psi=\prod_{i<j}|\sin\kappa x_{ij}|^{\lambda},\qquad \partial_i\ln\psi=\lambda\kappa\sum_{j\ne i}\cot\kappa x_{ij}.$$

From $\partial_i^2\psi/\psi=\partial_i^2\ln\psi+(\partial_i\ln\psi)^2$ it follows that

$$\sum_i\frac{\partial_i^2\psi}{\psi}=-2\lambda\kappa^2\sum_{i<j}\frac1{\sin^2\kappa x_{ij}}+\lambda^2\kappa^2\sum_i\Big(\sum_{j\ne i}\cot\kappa x_{ij}\Big)^2 .$$

In the last term the squares give $\cot^2=1/\sin^2-1$. The cross terms group into triples $i,j,k$. With $a=\kappa x_{ij}$, $b'=\kappa x_{jk}$ and $c'=\kappa x_{ki}$, which add to zero, a triple contributes twice

$$-(\cot a\cot b'+\cot b'\cot c'+\cot c'\cot a)=-1,$$

a constant. Hence

$$-\sum_i\frac{\partial_i^2\psi}{\psi}+2\lambda(\lambda-1)\sum_{i<j}\frac{\kappa^2}{\sin^2\kappa x_{ij}}=\text{constant}.$$

Multiplying (2) by $2B/(kT)^2$ gives the same operator with $2\tilde A$ in front of the repulsion, so $\lambda(\lambda-1)=\tilde A$. The positive root makes $\psi$ vanish where steps meet. Having no other zeros, it is the ground state for ordered steps. The probability of a configuration is

$$\psi^2=\prod_{i<j}|\sin\kappa x_{ij}|^{b},\qquad b=2\lambda=1+\sqrt{1+4\tilde A},\tag{6}$$

up to normalisation. This density is known as the circular ensemble of exponent $b$.

Its Gaussian limit explains the perfect square in (3). The second derivative of $-\ln|\sin\kappa x|$ is $\kappa^2/\sin^2\kappa x$, the image sum of $1/x^2$. Expanding $-\ln\psi^2$ to second order therefore gives $\tfrac12\sum_qG(q)|u_q|^2$ with

$$G(q)=\frac{2b}{\ell^2}\sum_{r\ge1}\frac{1-\cos qr}{r^2}=\frac{b}{2\ell^2}\,q(2\pi-q),$$

by the parabola already summed. Then $\langle|u_q|^2\rangle=1/G$, which is (4) with $2\sqrt{\tilde A}$ replaced by $b$. The variance becomes $2\,\mathrm{Cin}(2\pi)/(\pi^2b)$. Since $b=2\sqrt{\tilde A}+1+\dots$, this replacement alone lowers (1) by a relative amount $1/(2\sqrt{\tilde A})$. The cubic and quartic terms of $-\ln\psi^2$ matter at the same order. If displacements are measured in units of $\ell/\sqrt b$, the cubic term carries $b^{-1/2}$ and enters the variance through its square, while the quartic term carries $b^{-1}$. On a ring of given size the correction, relative to the harmonic variance of that same ring, is therefore of order $\tilde A^{-1/2}$. That its coefficient stays finite as $N\to\infty$ is assumed here, not proved.

The density (6) can be sampled without a Markov chain, because suitable random five-diagonal unitary matrices have eigenvalue phases distributed in this way. From 1000 independent rings of 48 steps, the product $\mathrm{Var}(s)\sqrt{\tilde A}$, with one standard error, is

- $0.1943\pm0.0014$ at $\tilde A=11.43$;
- $0.2254\pm0.0016$ at $\tilde A=100$;
- $0.2463\pm0.0018$ at $\tilde A=10^4$.

The last value agrees with $0.2470$ within its error. At $\tilde A=100$ the sampled product is still 8 to 9% below the limit, and at $11.43$ it is 21% below. As $\tilde A\to0$, (1) diverges and fails completely. The exponent in (6) then tends to 2, and the ban on crossing alone keeps the terrace widths under control.

The smallest of these strengths belongs to an example in the regime of close-packed steps on vicinal Cu(100) near room temperature. The inputs are rough, rounded values: $T=300$ K, kink energy $\varepsilon=0.13$ eV, atomic spacing $a=0.255$ nm both along and across the step, $A=0.001$ eV nm and $\ell=3$ nm. The stiffness follows from the kinks. In each atomic column the step jumps by $ma$, with $m$ any integer, and with weight $z^{|m|}$, where $z=e^{-\varepsilon/kT}$. Summing the geometric series,

$$\langle m^2\rangle=\frac{2z(1+z)/(1-z)^3}{(1+z)/(1-z)}=\frac{2z}{(1-z)^2}=\frac1{2\sinh^2(\varepsilon/2kT)} .$$

A free step of stiffness $B$ has mean square displacement $kTa/B$ over the length $a$. Equating this to $a^2\langle m^2\rangle$ and using $kT=0.02585$ eV,

$$B=\frac{2kT}{a}\sinh^2\frac{\varepsilon}{2kT}=7.64\ \text{eV/nm},\qquad \tilde A=\frac{0.001\times7.641}{(0.02585)^2}=11.4 .$$

Equation (1) then gives $\mathrm{Var}(s)=0.24699/\sqrt{11.43}=0.0731$, a terrace-width standard deviation of $3\sqrt{0.0731}=0.81$ nm. The sampled variance for the same $\tilde A$ is $0.0575\pm0.0004$, or $0.72$ nm. The harmonic variance is thus 27% too large relative to the sampled one. Replacing $2\sqrt{\tilde A}=6.76$ by $b=7.84$ lowers it to $0.0630$, which removes somewhat more than half of the excess. The rest comes from the terms beyond second order in $-\ln\psi^2$.

The error grows when the formula is inverted to find the repulsion. Inserting the variance $0.0575$ into (1) yields $\tilde A=18.5\pm0.3$ instead of $11.4$, so $A$ would be overestimated by a factor of $1.6$ at fixed $B$ and $T$. A better tool at this strength is the generalised Wigner surmise, an approximate distribution $P(s)\propto s^b e^{-cs^2}$. Its moments are Gamma functions. Unit mean requires $c=[\Gamma(\tfrac b2+1)/\Gamma(\tfrac{b+1}2)]^2$, and the variance is $(b+1)/(2c)-1$. For $b=7.84$ this is $0.0581$, about 1% above the sampled value, whose own standard error is 0.7%. At large $b$ the peak lies near $s=1$ with $c\simeq b/2$. The second derivative of $\ln P$ there is $-b-2c\simeq-2b$, so the variance tends to $1/(2b)\simeq0.25/\sqrt{\tilde A}$, close to (1) but not equal to it.

Other approximations can be sized with the same numbers. The atomic rows across the step were treated as a continuum. Diagonalising the transfer matrix of one step on discrete rows, in the harmonic well of the fixed full array, changes its variance by about $-1\%$ relative to the continuum formula. Along the step, the integrand in (4) implies that a mode loses correlation over a length $\sqrt{B/K}$. At $q=\pi$ this is

$$\frac{2\ell^2}{\pi^2}\sqrt{\frac BA}=159\ \text{nm}.$$

The fraction of columns without a kink is $(1-z)/(1+z)$, so kinks are on average $a(1+z)/(2z)=19.6$ nm apart. About eight of them lie within the correlation length, which supports the use of a smooth stiffness. The same length sets a practical condition. Straight segments between pinning defects must be much longer than 159 nm, and longer still for modes of small $q$, if the cut is to represent a free array.

Temperature acts mainly through the stiffness. With $\varepsilon$, $a$, $A$ and $\ell$ held fixed, warming to 350 K reduces $\tilde A$ to $4.7$ and raises the harmonic variance to $0.114$. The harmonic formula is less trustworthy there, since its relative correction grows as $\tilde A$ falls.

Errors in the inputs matter as well. The strength $A$ enters (1) as $A^{-1/2}$, so a factor of two in $A$ changes the harmonic variance by a factor of $1.41$, more than the 27% anharmonic error. The model also omits interactions carried by surface electrons, which can oscillate with distance and need not follow an inverse-square law, and it assigns no extra energy to neighbouring kinks. Their effect on this example is not determined here. Within the model, (1) suits very strong repulsion; near $\tilde A\approx10$, the density (6) or the surmise should be used to extract $A$ from a measured variance.
